# Levin's Relation for Two-Phase Thermal Expansion and Its Voigt–Reuss Limits

**Q.** You claim that the thermal expansion of a two-phase composite follows from its bulk modulus. The geometry of the phases can be as complicated as you like. How can one measured number replace all of it?

**A.** It can if heating and squeezing are related problems in the same body. First I must say which body. Two phases, $r=1,2$, fill fractions $f_1+f_2=1$ of the volume. Each is linearly elastic and isotropic, with isothermal bulk modulus $K_r>0$, shear modulus $G_r>0$ and volumetric expansion coefficient $\beta_r$. They are perfectly bonded, and the body is free of stress before heating. The temperature change $T$ is small enough for these coefficients to be constants.

With strain $\varepsilon_{ij}$ measured from the initial state and dilation $\theta=\varepsilon_{kk}$, the local law is

$$\sigma_{ij}=\left(K-\tfrac23G\right)\theta\,\delta_{ij}+2G\varepsilon_{ij}-K\beta T\,\delta_{ij}.$$

Tension is positive. One third of the trace gives

$$\tfrac13\sigma_{kk}=\left(K-\tfrac23G\right)\theta+\tfrac23G\theta-K\beta T=K(\theta-\beta T).$$

In atomic units moduli are in hartree/bohr$^3$. No physical constant enters, so the algebra reads the same in any consistent units.

**Q.** And what do you call the expansion and the bulk modulus of the whole?

**A.** Put the body under a uniform surface pressure $p$ and change its temperature by $T$. Its relative volume change $e$ is linear in both loads:

$$e=\beta^*T-\frac{p}{K^*}.$$

This defines $\beta^*$ and $K^*$. For a periodic cell, replace the surface pressure by the mean stress $-p\,\delta_{ij}$. Since the displacement is continuous, $e=\langle\theta\rangle$, where $\langle\cdot\rangle$ is the volume average. The body need not be isotropic as a whole. If it is, its linear expansion coefficient is $\beta^*/3$.

**Q.** On heating, the phases push and pull on each other. You would have to solve for those stresses.

**A.** Not if a pressure is added that removes the mismatch. Suppose both phases carry the same pressure $p$. Left to itself, each would then dilate by $\beta_rT-p/K_r$. I choose $p$ so that the two dilations agree:

$$\beta_1T-\frac{p}{K_1}=\beta_2T-\frac{p}{K_2}.$$

Collecting terms gives $(\beta_1-\beta_2)T=p\,(1/K_1-1/K_2)$. For $K_1\ne K_2$ this means

$$p=PT,\qquad P=\frac{\beta_1-\beta_2}{1/K_1-1/K_2}.$$

**Q.** Matching two volumes is not solving an elastic problem. The shapes must fit as well.

**A.** They do, because the matched dilation is the same in all directions. Let $\theta_0$ be the common value, and take the displacement $u_i=\theta_0x_i/3$ throughout the body. It is continuous, so the phases stay bonded. The strain is $\varepsilon_{ij}=\theta_0\delta_{ij}/3$, for which the shear terms in the local law cancel. The stress is then $K_r(\theta_0-\beta_rT)\delta_{ij}=-PT\,\delta_{ij}$ in both phases. A constant stress has no divergence, its tractions match at every interface, and at the surface it equals the applied pressure. Every condition is met, whatever the geometry.

**Q.** Could the body choose another solution under the same loads?

**A.** No. The difference of two solutions has strain $\varepsilon^d$ and stress $\sigma^d$ with no thermal term and no surface traction. Integrating by parts gives

$$0=\int\sigma^d_{ij}\varepsilon^d_{ij}\,dV=\int\left[K(\theta^d)^2+2G\,s^d_{ij}s^d_{ij}\right]dV,$$

where $s^d_{ij}=\varepsilon^d_{ij}-\theta^d\delta_{ij}/3$. With positive moduli, both squares vanish everywhere. The solutions differ at most by a rigid motion.

**Q.** So you know one special state. How does it give the expansion at zero pressure?

**A.** By linearity. The definition of $\beta^*$ and $K^*$ holds for any pair of loads, including $p=PT$. There $e=\theta_0$, so

$$\beta^*T-\frac{PT}{K^*}=\beta_1T-\frac{PT}{K_1}=\beta_2T-\frac{PT}{K_2}.$$

Dividing by $T$ gives

$$\beta^*-\frac{P}{K^*}=\beta_1-\frac{P}{K_1}=\beta_2-\frac{P}{K_2}\equiv c.$$

On a plot of $\beta$ against $1/K$, the composite lies on the straight line through its two phases. To bring in the fractions, multiply $c=\beta_r-P/K_r$ by $f_r$ and add: $c=\langle\beta\rangle-P\langle1/K\rangle$. Therefore

$$\boxed{\beta^*=\langle\beta\rangle+\frac{\beta_1-\beta_2}{1/K_1-1/K_2}\left(\frac1{K^*}-\left\langle\frac1K\right\rangle\right)}$$

This is Levin's relation. The form $\beta^*=c+P/K^*$ shows that, once $K^*$ is known, even the fractions are not needed. They and the geometry act only through $K^*$.

**Q.** I would trust it more if it also came out without the special state.

**A.** Compare two separate experiments on the same body. State $A$ is heated by $T$ with a free surface. State $B$ is held at the initial temperature under pressure $p$. Define the local pressure factor $b=-\sigma^B_{kk}/(3p)$.

The stress of $B$ does the following work on the strain of $A$:

$$\int\sigma^B_{ij}\varepsilon^A_{ij}\,dV=-p\oint n_iu^A_i\,dS=-pV\beta^*T.$$

The stress of $A$ does none on the strain of $B$, because the surface of $A$ is free: $\int\sigma^A_{ij}\varepsilon^B_{ij}\,dV=0$. Now split $\varepsilon^A_{ij}$ into an elastic part and the thermal part $\beta T\delta_{ij}/3$. By the symmetry of the elastic law, $\sigma^B$ times the elastic part of $\varepsilon^A$ equals $\sigma^A_{ij}\varepsilon^B_{ij}$, which integrates to zero. What remains is

$$-pV\beta^*T=\int\tfrac13\sigma^B_{kk}\,\beta T\,dV=-pT\int b\,\beta\,dV,$$

so $\beta^*=\langle b\beta\rangle=f_1b_1\beta_1+f_2b_2\beta_2$, where $b_r$ is the mean of $b$ in phase $r$.

Two balances fix these factors. The mean stress must equal the applied one, and the mean dilation must be $-p/K^*$, while locally $\theta^B=-pb/K$:

$$f_1b_1+f_2b_2=1,\qquad \frac{f_1b_1}{K_1}+\frac{f_2b_2}{K_2}=\frac1{K^*}.$$

Insert $f_2b_2=1-f_1b_1$ into the second:

$$f_1b_1=\frac{1/K^*-1/K_2}{1/K_1-1/K_2}.$$

Then $\beta^*=\beta_2+f_1b_1(\beta_1-\beta_2)=\beta_2+P(1/K^*-1/K_2)$, which is the same line. Physically, each phase contributes its expansion in proportion to the share of an applied pressure that it carries.

**Q.** Your $P$ blows up when the bulk moduli are equal.

**A.** Then Levin's relation cannot be used, but reciprocity can. If $K_1=K_2=K$, a pressure produces a uniform dilation $-p/K$, even when the shear moduli differ. Hence $b=1$ everywhere, $K^*=K$ and $\beta^*=\langle\beta\rangle$.

Two extreme phases are also instructive. As phase 2 becomes a void, $1/K_2\to\infty$ and $P\to0$. If $K^*$ stays finite and positive, $\beta^*\to\beta_1$: a porous solid expands like its matrix, and the pores grow in proportion. If phase 2 becomes incompressible, $P\to(\beta_1-\beta_2)K_1$ and $c\to\beta_2$, so

$$\beta^*\to\beta_2+(\beta_1-\beta_2)\frac{K_1}{K^*}.$$

**Q.** Where do Turner's formula and the rule of mixtures enter? They contain no $K^*$.

**A.** Each contains a hidden choice of it. The Voigt estimate assumes equal strain in the phases and gives $K^*=\langle K\rangle$. From $\beta_r=c+P/K_r$ we have $K_r\beta_r=cK_r+P$, whose average is $\langle K\beta\rangle=c\langle K\rangle+P$. Levin's relation then gives

$$\beta^*_{\rm V}=c+\frac{P}{\langle K\rangle}=\frac{\langle K\beta\rangle}{\langle K\rangle},$$

which is Turner's formula. The Reuss estimate assumes equal stress and gives $1/K^*=\langle1/K\rangle$. The bracket in Levin's relation vanishes, and

$$\beta^*_{\rm R}=\langle\beta\rangle,$$

which is the rule of mixtures by volume.

**Q.** Those are two guesses. Why should the true value have anything to do with them?

**A.** Because the two moduli are bounds. At fixed temperature and pressure $p$, the true strain minimizes the potential energy per volume

$$\Pi=\left\langle\tfrac12K\theta^2+G\,s_{ij}s_{ij}\right\rangle+p\langle\theta\rangle.$$

For any compatible change of strain, the first-order change of $\Pi$ vanishes by equilibrium, and the second-order part is a positive elastic energy. In the true state $\langle\theta\rangle=-p/K^*$, and the stored energy is half the work of the load, $p^2/(2K^*)$. So $\Pi=-p^2/(2K^*)$. A uniform isotropic trial strain of dilation $e$ gives $\frac12\langle K\rangle e^2+pe$, with its minimum $-p^2/(2\langle K\rangle)$ at $e=-p/\langle K\rangle$. The true energy cannot be higher:

$$-\frac{p^2}{2K^*}\le-\frac{p^2}{2\langle K\rangle}\quad\Rightarrow\quad K^*\le\langle K\rangle.$$

For the other side, compare stress fields that are in equilibrium with the same pressure. The true one has the least elastic energy, because an added stress with no surface traction does no work on the true, compatible strain. The trial stress $-p\,\delta_{ij}$ gives

$$\frac{p^2}{2K^*}\le\frac{p^2}{2}\left\langle\frac1K\right\rangle\quad\Rightarrow\quad K^*\ge\left\langle\frac1K\right\rangle^{-1}.$$

Since $\beta^*$ is linear in $1/K^*$, it lies between Turner's value and the rule of mixtures. For $P>0$, when the softer phase expands more, Turner's value is the lower bound. For $P<0$ the order is reversed.

**Q.** Can a real composite sit on either bound?

**A.** Not with $K_1\ne K_2$, $\beta_1\ne\beta_2$, both phases present and finite, positive moduli. Equality would require the trial field to be the true one. Uniform dilation under pressure would give different pressures $-K_re$ on the two sides of an interface, which breaks equilibrium. Uniform pressure would give different strains $-p\,\delta_{ij}/(3K_r)$, which breaks the bond.

The bounds are approached when the shear moduli become very small or very large compared with the bulk moduli, not by a choice of geometry at fixed moduli. A common shear modulus $G$ shows how. In a periodic cell, try $u_i=ex_i/3+\partial_i\phi$ with $\phi$ periodic, so that $\theta=e+\nabla^2\phi$. Since $G$ is uniform, the divergence of $2G\varepsilon_{ij}$ is $2G\,\partial_i\theta$, and equilibrium reads

$$0=\partial_j\sigma_{ij}=\partial_i\left[(K+g)\theta-K\beta T\right],\qquad g=\tfrac43G.$$

The bracket is therefore a constant $a$, also across interfaces, and

$$\theta=\frac{a+K\beta T}{K+g}.$$

The equation $\nabla^2\phi=\theta-e$ has a periodic solution because its right side averages to zero. The second derivatives of $\phi$ also average to zero, so the mean stress is isotropic, with the value

$$\left\langle\left(K-\tfrac23G\right)\theta-K\beta T\right\rangle+\tfrac23Ge=a-2Ge+\tfrac23Ge=a-ge.$$

It must equal $-p$.

**Q.** Then show me both coefficients, without using Levin's relation.

**A.** Under pressure alone, $e=a\langle1/(K+g)\rangle$ and $K^*=-p/e=a/e-g$:

$$K^*=\left\langle\frac1{K+g}\right\rangle^{-1}-g.$$

Under heating alone, $p=0$ gives $a=ge$, and averaging $\theta$ gives

$$e=ge\left\langle\frac1{K+g}\right\rangle+T\left\langle\frac{K\beta}{K+g}\right\rangle.$$

Because $1-g\langle1/(K+g)\rangle=\langle K/(K+g)\rangle$,

$$\beta^*=\frac{\langle K\beta/(K+g)\rangle}{\langle K/(K+g)\rangle}.$$

To compare with Levin's relation, insert $K\beta=cK+P$. This gives $\beta^*=c+P\langle1/(K+g)\rangle/\langle K/(K+g)\rangle$, and the last ratio is $1/K^*$.

As $g\to0$, these become the Reuss modulus and the rule of mixtures. As $g\to\infty$, $\langle1/(K+g)\rangle\simeq(1-\langle K\rangle/g)/g$, so $K^*\to\langle K\rangle$ and $\beta^*\to\langle K\beta\rangle/\langle K\rangle$. Low shear stiffness lets the phases change shape and share one pressure. High shear stiffness forces them to share one dilation.

**Q.** Real phases have different shear moduli. Give me such a case that can be solved by hand.

**A.** A sphere of one phase coated by a shell of the other. With radial displacement $u$ and $u'=\theta-2u/r$, the radial stress is

$$\sigma_{rr}=\left(K-\tfrac23G\right)\theta+2Gu'-K\beta T=(K+g)\theta-\frac{4Gu}{r}-K\beta T.$$

A radial displacement is a gradient, so equilibrium makes $\theta$ constant within each layer. In the core $u/r=\theta/3$, and the terms with the core's $G$ cancel. I may therefore give the core the shell's shear modulus without changing anything. Continuity of $u$ and $\sigma_{rr}$ then makes $(K+g)\theta-K\beta T$ equal to one constant $a$ in both layers. At the outer surface $e=3u/r$, so $\sigma_{rr}=a-ge=-p$. These are the equations just solved, with $g=\frac43G_{\rm shell}$.

**Q.** Put numbers in.

**A.** I take round parameters that stand for no particular material. Moduli are in eV/Å$^3$, and volumetric expansions are in $10^{-6}$/K:

- soft phase: $K_1=0.5$, $G_1=0.2$, $\beta_1=60$, $f_1=0.6$;
- stiff phase: $K_2=2.0$, $G_2=1.2$, $\beta_2=18$, $f_2=0.4$.

Then $P=(60-18)/(2.0-0.5)=28$, in $10^{-6}$ eV/Å$^3$ per kelvin, and $c=60-28/0.5=4$. The stiff phase gives the same $c=18-28/2.0=4$. Every composite of these phases obeys

$$\beta^*=4+\frac{28}{K^*}.$$

The Reuss modulus is $1/1.4=0.714$, with $\beta^*=0.6\cdot60+0.4\cdot18=43.2$. The Voigt modulus is $1.1$, with $\beta^*=(0.6\cdot0.5\cdot60+0.4\cdot2.0\cdot18)/1.1=29.5$.

With the soft phase as shell, $g=0.267$ and

$$K^*=\left(\frac{0.6}{0.767}+\frac{0.4}{2.267}\right)^{-1}-0.267=0.776,$$

which is 124 GPa. The relation gives $\beta^*=4+28/0.776=40.1$. With the stiff phase as shell, $g=1.6$, $K^*=0.920$ (147 GPa) and $\beta^*=4+28/0.920=34.4$. Solving the heating problem from the boundary conditions, with each phase keeping its own shear modulus, gives the same two expansions.

The fractions are identical, yet interchanging core and shell changes the expansion by 5.6. A formula based on fractions alone cannot know this. These two values are also the limits for any bonded periodic arrangement of these phases at these fractions. Raising both shear moduli to the larger one cannot lower $\Pi$ for any trial strain, so it cannot lower $K^*$; lowering both to the smaller one cannot raise it. The common-shear formula with $g=0.267$ and $g=1.6$ therefore gives $0.776\le K^*\le0.920$ and $34.4\le\beta^*\le40.1$, much narrower than the range from Turner's value to the rule of mixtures. For the soft shell, the rule of mixtures is too high by 8% of the true value, and Turner's formula is too low by 27%.

**Q.** What does the core feel when the sphere is heated freely?

**A.** Superposition tells us. Heating together with pressure $PT$ leaves the pressure $PT$ everywhere. The applied part alone produces $b_{\rm core}PT$ in the core, so free heating produces

$$p_{\rm core}=PT(1-b_{\rm core}).$$

For the stiff core in the soft shell, $b_{\rm core}=1.186$, and the result is $-5.2\times10^{-6}$ eV/Å$^3$ per kelvin. The negative sign means tension: the shell expands more and pulls the core outward. For the soft core in the stiff shell, $b_{\rm core}=0.652$, and the core is compressed by $9.7\times10^{-6}$ eV/Å$^3$ per kelvin.

**Q.** Spheres are kind to you. What about an irregular or a layered arrangement?

**A.** Periodic cells with the same phases and fractions were solved in three dimensions, heating and pressure separately. A random arrangement gives $K^*=0.827$ and $\beta^*=37.8$, columns give $0.808$ and $38.7$, and layers give $0.821$ and $38.1$. Levin's relation reproduces each expansion to the printed digits; the values are in the numerical output.

The grid has only 315 points. For the layers it still gives the exact laminate value, but for the random cell and the columns $K^*$ is not converged for sharply bounded phases. On finer grids with the same phase pattern, the random cell moves to $K^*=0.831$, $\beta^*=37.7$, and the columns move to $0.812$ and $38.5$. The relation survives this error because the grid can represent the uniform dilation without approximation. In the random cell, heating alone leaves a root-mean-square variation of the local dilation of about $13\times10^{-6}$ per kelvin. The test confirms that adding the pressure $PT$ removes it.

With a common shear modulus in the random cell, $\beta^*$ falls from 43.18 at $G=0.001$ to 35.0 at $G=1$ and 29.46 at $G=1000$. This is the passage from the rule of mixtures to Turner's formula.

**Q.** Layers do not expand equally in all directions. Does one number still describe them?

**A.** Only their volume. For the directions, let $S_{ij}$ be the mean contraction per unit pressure, so that $S_{kk}=1/K^*$. In the uniform state the mean strain is $cT\delta_{ij}/3$, and by linearity it is also $\alpha^*_{ij}T-PT\,S_{ij}$. Hence

$$\alpha^*_{ij}=\frac c3\delta_{ij}+P\,S_{ij}.$$

The directional expansions follow from the directional contractions under pressure. The trace gives back the volumetric relation.

**Q.** If I measure $K^*$ poorly, how poor is the predicted expansion?

**A.** Differentiating $\beta^*=c+P/K^*$ gives $\delta\beta^*=-(P/K^*)\,\delta K^*/K^*$. For the soft-shell sphere $P/K^*=36.1$, so an error of 1% in $K^*$ shifts $\beta^*$ by $0.36$, or 0.9% of its value. When the bulk moduli are nearly equal but the expansions are clearly different, $P$ is large, and this route becomes badly conditioned.

**Q.** Where does the argument break?

**A.** A third phase generally breaks it. One pressure must then match three dilations, which is possible only if the three points $(1/K_r,\beta_r)$ lie on one line. Reciprocity still gives $\beta^*=\langle b\beta\rangle$, but the two balances no longer fix three factors. If $\beta_3$ lies above the line by $\delta$, the composite lies above it by $f_3b_3\delta$.

In the numerical case $K_3=1.0$, so the line requires $\beta_3=4+28/1.0=32$. With that value the relation holds. Raising $\beta_3$ by 20, at $f_3=0.384$, moves the composite off the line by 7.9 on the 315-point grid, and by 7.8 on finer grids.

Open cracks at interfaces also break the argument, because their free faces cannot carry the pressure $PT$. Frictionless slip without opening does not: the uniform state has no shear traction and no jump in displacement, so it remains a solution. Friction and plastic flow invalidate linearity. If a phase expands or contracts under pressure anisotropically, one pressure need not match all strain components. Large temperature changes, with varying moduli and accumulated internal stress, also lie outside the proof.

## Numbers as computed

```
Moduli in eV/angstrom^3; expansions volumetric, in 1e-6/K
soft phase: K1 = 0.5, G1 = 0.2, beta1 = 60.0
stiff phase: K2 = 2.0, G2 = 1.2, beta2 = 18.0
fractions: f1 = 0.6, f2 = 0.4
P = 28.000 1e-6 eV/angstrom^3 per K
common value beta - P/K = 4.000 1e-6/K
<1/K> = 1.4000 angstrom^3/eV
Reuss K = 0.7143, rule of mixtures = 43.200
Voigt K = 1.1000, Turner = 29.455
Coated sphere, soft shell:
  K_eff = 0.7760 eV/angstrom^3 = 124.33 GPa
  beta_eff by heating = 40.082 1e-6/K
  beta_eff by Levin   = 40.082 1e-6/K
  linear expansion = 13.361 1e-6/K
  pressure factors: core 1.1856, shell 0.8763
  core pressure, free heating = -5.196 1e-6 eV/angstrom^3 per K
Coated sphere, stiff shell:
  K_eff = 0.9200 eV/angstrom^3 = 147.40 GPa
  beta_eff by heating = 34.435 1e-6/K
  beta_eff by Levin   = 34.435 1e-6/K
  linear expansion = 11.478 1e-6/K
  pressure factors: core 0.6522, shell 1.5217
  core pressure, free heating = 9.739 1e-6 eV/angstrom^3 per K
Periodic cells, grid (5, 7, 9), stiff points 126/315
  random: K_eff = 0.8275, heating 37.837, Levin 37.837
    rms dilation spread, heating alone = 12.753 1e-6/K
  columns: K_eff = 0.8077, heating 38.665, Levin 38.665
    rms dilation spread, heating alone = 13.946 1e-6/K
  layers: K_eff = 0.8207, heating 38.118, Levin 38.118
    rms dilation spread, heating alone = 12.968 1e-6/K
Equal K = 0.5: beta_eff = 43.200 1e-6/K
Common shear modulus G, random cell:
  G = 0.001: K_eff = 0.7147, beta_eff = 43.180
  G = 0.1: K_eff = 0.7478, beta_eff = 41.442
  G = 1: K_eff = 0.9024, beta_eff = 35.027
  G = 10: K_eff = 1.0633, beta_eff = 30.332
  G = 1000: K_eff = 1.0996, beta_eff = 29.464
Three phases: K3 = 1.0, G3 = 0.5, collinear beta3 = 32.000
  fraction of phase 3 = 0.3841
  miss, collinear = 0.000 1e-6/K
  miss, beta3 raised by 20.0 = 7.852 1e-6/K
```
